\section*{Why three alternating-polarity readings cancel linear thermoelectric drift and two do not}

\section*{Question}

A small resistance is measured by passing a known current through it and reading the voltage on separate sense leads. The leads contain junctions of different metals at slightly different temperatures, so the voltmeter also sees a thermoelectric voltage, which drifts as the temperatures relax. Taking one reading with each polarity of the current and halving the difference removes a constant offset but not a drifting one. Taking three readings, with polarities $+,-,+$, removes a linear drift as well. Why does one more reading make this difference, and what error is left?

\section*{Answer}

\subsection*{What a reading contains}

Let the resistance be $R$ and the current $s_kI$, where $I>0$ is its magnitude and $s_k=\pm1$ its sign during reading $k$. The voltmeter averages over a window of length $\tau$ centred at the time $t_k$. If $E(t)$ is the thermoelectric voltage, the reading is
\begin{equation}
V_k=s_kIR+\bar E(t_k),\qquad
\bar E(t)=\frac1\tau\int_{-\tau/2}^{\tau/2}E(t+v)\,dv .
\label{reading}
\end{equation}
This assumes that $R$ and $I$ stay fixed, that the transient after each reversal has died out before the window opens, and that $E$ does not depend on the sign of the current. The last assumption carries the whole method: reversing the current reverses the signal and leaves the offset alone. Voltmeter noise is added later.

Suppose first that the offset drifts linearly, $E(t)=E_0+at$. Its window average is
\begin{equation}
\bar E(t)=E_0+at+\frac a\tau\int_{-\tau/2}^{\tau/2}v\,dv=E_0+at ,
\end{equation}
because the last integrand is odd. A linear offset thus enters each reading with its value at the middle of the window, whatever the length of the window. Only the midpoints $t_k$ matter. Take them equally spaced, $t_2-t_1=t_3-t_2=h$.

\subsection*{The mechanism: two errors of opposite sign}

With polarities $+,-$ the first two readings give the estimate
\begin{equation}
P=\frac{V_1-V_2}2=\frac{IR+\bar E(t_1)+IR-\bar E(t_2)}2
=IR+\frac{\bar E(t_1)-\bar E(t_2)}2 .
\label{pair}
\end{equation}
For the linear offset the constant $E_0$ drops out of the difference, but $at_1-at_2=-ah$ does not:
\begin{equation}
P=IR-\frac{ah}2 .
\label{pairlin}
\end{equation}
The two polarities are read at different times, and the offset has changed by $ah$ in between. The subtraction cannot tell this change from a change caused by the current.

Now use the second and third readings. The positive polarity again enters with a plus sign, but this time it is the later of the two:
\begin{equation}
P'=\frac{V_3-V_2}2=IR+\frac{\bar E(t_3)-\bar E(t_2)}2=IR+\frac{ah}2 .
\end{equation}
The signal is the same and the drift error has the opposite sign, because the time order of the polarities has been exchanged. The mean of the two estimates is therefore free of the drift:
\begin{equation}
T=\frac{P+P'}2=\frac{V_1-2V_2+V_3}4=IR .
\label{triple}
\end{equation}

The same formula can be read in another way:
\begin{equation}
T=\frac12\left[\frac{V_1+V_3}2-V_2\right].
\end{equation}
The mean of the two outer readings is what a positive reading would have given at the time $t_2$, provided that the offset runs along a straight line. It is compared with the negative reading really taken at $t_2$. In effect both polarities are read at the same moment, and then a reversal removes the whole offset.

If the sequence starts with the negative polarity, all signal terms change sign. The estimates become $(V_2-V_1)/2$, with error $+ah/2$, and $-(V_1-2V_2+V_3)/4$, again without error. Repeating the pair $+,-$ and averaging does not help under a steady drift, since each repetition carries the same error $-ah/2$. It is the exchange of order that cancels it.

\subsection*{Why two readings cannot do it with any weights}

One may ask whether a cleverer combination of two readings would work. Let an estimate be $\sum_kw_kV_k$. It returns $IR$ for every $E_0$ and $a$ if and only if
\begin{equation}
\sum_kw_ks_k=1,\qquad \sum_kw_k=0,\qquad \sum_kw_kt_k=0 .
\label{conditions}
\end{equation}
These fix the gain for the signal, the rejection of a constant and the rejection of a slope. With two readings the second condition gives $w_2=-w_1$, and the third becomes $w_1(t_1-t_2)=0$. Since the times differ, $w_1=w_2=0$, and the first condition fails. Two readings do not hold enough information to separate three unknowns, $IR$, $E_0$ and $a$.

With three readings and signs $+,-,+$ the conditions can be solved even for unequal spacing. The first two are
\begin{equation}
w_1-w_2+w_3=1,\qquad w_1+w_2+w_3=0 .
\end{equation}
Subtracting the second from the first gives $-2w_2=1$, so $w_2=-\tfrac12$ and $w_1+w_3=\tfrac12$. The third condition is then $w_1t_1+w_3t_3=\tfrac12t_2$. Inserting $w_1=\tfrac12-w_3$ gives $w_3(t_3-t_1)=\tfrac12(t_2-t_1)$, and hence
\begin{equation}
w_1=\frac{t_3-t_2}{2(t_3-t_1)},\qquad w_2=-\frac12,\qquad
w_3=\frac{t_2-t_1}{2(t_3-t_1)} .
\label{weights}
\end{equation}
For equal spacing these are $\tfrac14,-\tfrac12,\tfrac14$, as in Eq.~(\ref{triple}). If the middle reading comes late by $\delta$ and the equal-spacing weights are kept, the error is
\begin{equation}
\frac a4(t_1-2t_2+t_3)=-\frac{a\delta}2 .
\label{late}
\end{equation}
The cancellation thus rests on regular timing, or on known times and the weights (\ref{weights}).

\subsection*{Is it the number of reversals or the number of readings?}

The sequence $+,-,+$ has two reversals, but their number is not what decides. Consider three equally spaced readings with arbitrary signs. The last two conditions in (\ref{conditions}) require $(w_1,w_2,w_3)=c\,(1,-2,1)$, and the first fixes $c$:
\begin{equation}
c\,(s_1-2s_2+s_3)=1 .
\label{gain}
\end{equation}
For $+,+,-$ the bracket is $1-2-1=-2$, so $c=-\tfrac12$ and the weights are $-\tfrac12,1,-\tfrac12$. This sequence has a single reversal and still rejects a linear drift: its first two readings measure the slope, and the third supplies the other polarity. The statement that a single reversal leaves the drift in place therefore holds for one reading per polarity. With three equal signs the bracket vanishes and no solution exists, since the signal then looks like a constant offset.

Alternation gains lower noise and, for an offset of constant curvature, an error of half the size. Let each reading carry independent noise of standard deviation $\sigma$. The variance of the estimate is $\sigma^2\sum_kw_k^2$, which for three readings is $6c^2\sigma^2$. The bracket in (\ref{gain}) has magnitude 4 for alternating signs and 2 when one end reading differs from the other two. Hence
\begin{equation}
\sigma_{+-+}=\frac{\sqrt6}4\,\sigma=\sqrt{\tfrac38}\,\sigma,\qquad
\sigma_{++-}=\frac{\sqrt6}2\,\sigma=\sqrt{\tfrac32}\,\sigma,\qquad
\sigma_{+-}=\frac{\sigma}{\sqrt2} .
\label{noise}
\end{equation}
The last value belongs to the pair, with weights $\pm\tfrac12$. Among equally spaced three-reading sequences that reject linear drift, the alternating ones have half the noise of the others.

The triple also has less noise than one pair, but it uses three readings instead of two. For a fair comparison let $N$ readings be split into separate groups. Averaging $N/2$ pairs gives the variance $(\sigma^2/2)/(N/2)=\sigma^2/N$, and averaging $N/3$ triples gives $(3\sigma^2/8)/(N/3)=9\sigma^2/(8N)$. Separate triples thus cost a factor $\sqrt{9/8}\approx1.06$ in the standard deviation. This cost belongs to the grouping, not to drift rejection as such: four equally spaced readings $+,-,-,+$ with weights $\tfrac14,-\tfrac14,-\tfrac14,\tfrac14$ satisfy (\ref{conditions}), and averaging $N/4$ such groups gives the variance $\sigma^2/N$, the same as the pairs.

\subsection*{What the three readings leave behind}

A real offset is not a straight line. For a general smooth $E$ the error of the triple is
\begin{equation}
T-IR=\tfrac14\left[\bar E(t_2-h)-2\bar E(t_2)+\bar E(t_2+h)\right].
\label{second}
\end{equation}
To express it through the curvature, integrate by parts on the later side of $t_2$:
\begin{align}
\int_0^h(h-u)\bar E''(t_2+u)\,du
&=\left[(h-u)\bar E'(t_2+u)\right]_0^h+\int_0^h\bar E'(t_2+u)\,du\nonumber\\
&=-h\bar E'(t_2)+\bar E(t_2+h)-\bar E(t_2) .
\end{align}
The earlier side gives in the same way
\begin{align}
\int_{-h}^0(h+u)\bar E''(t_2+u)\,du
&=\left[(h+u)\bar E'(t_2+u)\right]_{-h}^0-\int_{-h}^0\bar E'(t_2+u)\,du\nonumber\\
&=h\bar E'(t_2)-\bar E(t_2)+\bar E(t_2-h) .
\end{align}
In the sum the slopes cancel and the bracket of (\ref{second}) remains, so
\begin{equation}
T-IR=\frac14\int_{-h}^{h}(h-|u|)\,\bar E''(t_2+u)\,du .
\label{remainder}
\end{equation}
Neither the value nor the slope of the offset appears, only its second derivative. The weight $h-|u|$ is a triangle of area $h^2$, and $\bar E''$ is a window average of $E''$. Therefore
\begin{equation}
|T-IR|\le\frac{h^2}4\max|E''| ,
\label{bound}
\end{equation}
with the maximum taken from the start of the first window to the end of the last. For constant curvature, $E=bt^2/2$, the error is $bh^2/4$ for any window length.

The pair error is of first order in $h$ and the triple error of second order. For a smooth offset, faster reversal thus lowers both drift errors, and that of the triple more. An offset that wanders like a random walk has no bounded curvature: both errors then scale only as $\sqrt h$, and the triple gains little. One limit is the settling time, which has to fit into the gap $h-\tau$ between windows. At a fixed settling time a smaller $h$ also shortens the windows and the fraction of time spent measuring, so the noise of the result rises.

An oscillating offset shows where the method breaks down. Let $E=A\cos[\omega(t-t_2)+\varphi]$ and take windows short compared with the period, so that $\bar E\approx E$. With $\cos(\varphi-\omega h)+\cos(\varphi+\omega h)=2\cos\varphi\cos\omega h$, Eq.~(\ref{second}) gives
\begin{equation}
T-IR=\frac A2\cos\varphi\,(\cos\omega h-1)=-A\cos\varphi\,\sin^2\frac{\omega h}2 .
\end{equation}
For $\omega h\ll1$ the error is suppressed by $(\omega h/2)^2$. At $\omega h=\pi$ it is $-A\cos\varphi$, with no suppression: the offset changes sign from reading to reading in step with the current and cannot be distinguished from the signal. A longer window multiplies the error by $\sin(\omega\tau/2)/(\omega\tau/2)$, which is still 0.76 at $\omega h=\pi$ for $\tau=0.8h$.

\subsection*{A relaxing temperature difference}

One possible origin of drift is a temperature difference that decays after the leads have been handled. Let it decay with a single time constant $\theta$, so that $E(t)=E_0e^{-t/\theta}$ with $t=0$ at the first midpoint. The window average is
\begin{equation}
\bar E(t)=\frac{E_0e^{-t/\theta}}\tau\int_{-\tau/2}^{\tau/2}e^{-v/\theta}dv
=gE_0e^{-t/\theta},\qquad g=\frac{\sinh x}x,\quad x=\frac\tau{2\theta} .
\end{equation}
With $q=e^{-h/\theta}$ the three averaged offsets are $gE_0$, $gE_0q$ and $gE_0q^2$. Equations (\ref{pair}) and (\ref{second}) then give
\begin{align}
P-IR&=\tfrac12gE_0(1-q),\label{pexp}\\
T-IR&=\tfrac14gE_0(1-2q+q^2)=\tfrac14gE_0(1-q)^2 .\label{texp}
\end{align}
Their ratio is
\begin{equation}
\frac{P-IR}{T-IR}=\frac2{1-q}\approx\frac{2\theta}h+1\qquad(h\ll\theta) .
\label{ratio}
\end{equation}
The approximation follows from $1-q\approx(h/\theta)(1-h/2\theta)$. The advantage of the triple is large when many readings fit into one relaxation time. In the opposite limit, $h\gg\theta$, the offset is gone before the second reading. The errors tend to $gE_0/2$ and $gE_0/4$, the weights of the first reading, and the gain of the triple falls to a factor of two.

\subsection*{The numbers}

Laboratory units are natural here. Take the round model parameters $R=0.5\,\mathrm{m\Omega}$ and $I=10\,\mathrm{mA}$, so that the signal is $IR=5\,\mathrm{\mu V}$. A Seebeck mismatch of $6\,\mathrm{\mu V/K}$ and an initial temperature difference of $0.5\,\mathrm K$ give $E_0=3\,\mathrm{\mu V}$. Let $\theta=40\,\mathrm s$, $h=1\,\mathrm s$ and $\tau=0.8\,\mathrm s$, which leaves $0.2\,\mathrm s$ for settling.

The initial slope is $a=-E_0/\theta=-75\,\mathrm{nV/s}$. If the drift stayed linear, the first pair would be wrong by $-ah/2=+37.5\,\mathrm{nV}$, the second by $-37.5\,\mathrm{nV}$, and the triple not at all. A middle reading late by $0.1\,\mathrm s$ would bring back $-a\delta/2=3.75\,\mathrm{nV}$; the weights $0.225,-0.5,0.275$ from (\ref{weights}) remove it, provided that the transient still dies out in the $0.1\,\mathrm s$ then left before the third window.

For the exponential decay, numerical integration over the windows gives
\begin{equation}
V_1=8.000050,\qquad V_2=-2.074021,\qquad V_3=7.853736\quad(\mathrm{\mu V}).
\end{equation}
The first reading alone would give $V_1/I=0.800\,\mathrm{m\Omega}$, which is 60\% above the true value. The two estimates are
\begin{align}
P&=\frac{8.000050+2.074021}2=5.037036\,\mathrm{\mu V},\\
T&=\frac{8.000050+4.148042+7.853736}4=5.000457\,\mathrm{\mu V}.
\end{align}
Divided by $I$, they give $0.5037\,\mathrm{m\Omega}$ and $0.50005\,\mathrm{m\Omega}$. Relative to the true resistance, the pair is high by 0.74\% and the triple by 0.009\%.

The two pair errors are now $+37.04$ and $-36.12\,\mathrm{nV}$. They no longer cancel completely, because the decay has slowed between the first interval and the second. Half their sum is the triple error, $0.46\,\mathrm{nV}$. It lies below the bound (\ref{bound}), which is $0.47\,\mathrm{nV}$ here. The two are close because the curvature hardly changes within a few seconds when $\theta=40\,\mathrm s$. The ratio of the first pair error to the triple error is 81, in agreement with $2\theta/h+1$.

Halving both $h$ and $\tau$ lowers the pair error to $18.6\,\mathrm{nV}$, by a factor 1.99, and the triple error to $0.116\,\mathrm{nV}$, by a factor 3.95. These are the first and second orders in $h$. The factors fall slightly short of 2 and 4 since, apart from the tiny change in $g$, they equal $1+e^{-h/2\theta}$ and its square, with $h=1\,\mathrm s$.

Noise decides whether these differences can be seen. With $\sigma=10\,\mathrm{nV}$ per reading, simulated noise gives standard deviations of $7.1\,\mathrm{nV}$ for the pair, $6.1\,\mathrm{nV}$ for $+,-,+$ and $12.3\,\mathrm{nV}$ for $+,+,-$, in agreement with (\ref{noise}) within the 1\% tolerance of the test. The pair error of $37\,\mathrm{nV}$ stands well above its noise and would falsify the result. The remaining error of the triple is far below the noise of a single triple.

\subsection*{Offsets caused by the current}

The current itself heats the circuit, and the resulting thermoelectric voltages have to be sorted by their symmetry. Joule heat is proportional to $I^2$. The temperature difference it causes does not depend on the polarity, and once steady it acts as a constant offset. Peltier heat at a junction is proportional to the current and changes sign with it, so one polarity warms the junction that the other cools. If the temperatures follow each reversal and become steady before the window opens, the resulting voltage is $s_kpI$ with a constant $p$. The reading is then
\begin{equation}
V_k=s_kI(R+p)+jI^2 ,
\end{equation}
where $j$ describes the Joule part. Both $P$ and $T$ reject $jI^2$ and return $I(R+p)$. As a deliberately exaggerated illustration, take $jI^2=0.3\,\mathrm{\mu V}$ and $pI=0.2\,\mathrm{\mu V}$. In the absence of other offsets, both give $5.2\,\mathrm{\mu V}/10\,\mathrm{mA}=0.52\,\mathrm{m\Omega}$ instead of $0.50\,\mathrm{m\Omega}$.

For the metals of the example the error would be smaller than these 4\%. Let the junctions at the two ends of the resistor have the Seebeck mismatch $S$ and the absolute temperature $T_0$. The Peltier heat is then $ST_0I$. If it flows back through a thermal conductance $G$, the steady temperature difference is $ST_0I/G$, and $p=S^2T_0/G$. A metal resistor alone provides about $G=L_0T_0/R$ by the Wiedemann--Franz law, with $L_0=2.44\times10^{-8}\,\mathrm{V^2/K^2}$. Other heat paths only increase $G$, so $p/R$ is at most about $S^2/L_0$, which is 0.15\% for $S=6\,\mathrm{\mu V/K}$. This estimate holds only where the Wiedemann--Franz law does: in pure metals the Lorenz number can fall well below $L_0$ at low temperature, which raises the bound. It also grows as $S^2$ and reaches about 6.5\% for a mismatch of $40\,\mathrm{\mu V/K}$. The steady value is approached only if the thermal response is short compared with the spacing $h$, unlike the slow relaxation of the leads; a response time as long as the settling time of $0.2\,\mathrm s$ still gives most of it. An error of 0.15\% would lie below the drift error of the pair but well above that of the triple, and the third reading does nothing against it. Nor does a change of the current reveal it, since $pI$ scales with $I$ just as the signal does. Reversal much faster than the thermal response would reduce it, because the Peltier temperature difference then has no time to build up. The three readings separate the signal from the offset by its behaviour in time and under reversal; a voltage that shares both with the signal is counted as resistance. The numerical output below lists the main values, from which the others follow by simple arithmetic.

\section*{Table of computed values}
\begin{verbatim}
resistance R = 0.500 mOhm
current I = 10.0 mA
signal I*R = 5.000 uV
Seebeck mismatch = 6.0 uV/K
initial temperature difference = 0.50 K
initial offset E0 = 3.000 uV
relaxation time theta = 40.0 s
spacing h = 1.00 s, aperture tau = 0.80 s
initial slope a = -75.00 nV/s
-- purely linear drift with this slope --
first pair error = 37.500 nV
second pair error = -37.500 nV
triple error, magnitude = 0.000000 nV
middle reading late by 0.10 s
triple error when late = 3.750 nV
corrected weights = 0.2250 -0.5000 0.2750
-- exponentially relaxing offset --
reading V1 = 8.000050 uV
reading V2 = -2.074021 uV
reading V3 = 7.853736 uV
R from V1 alone = 0.800005 mOhm
R from first pair = 0.503704 mOhm
R from triple = 0.500046 mOhm
V1 alone, error = 3000.05 nV
first pair error = 37.036 nV
second pair error = -36.121 nV
triple error = 0.4572 nV
curvature bound on triple = 0.4735 nV
V1 relative error = 60.00 percent
pair relative error = 0.7407 percent
triple relative error = 0.00914 percent
pair error / triple error = 81.00
2*theta/h = 80.00
-- h and tau both halved --
pair error = 18.633 nV
triple error = 0.1157 nV
pair error reduced by factor 1.988
triple error reduced by factor 3.951
-- independent noise, simulated standard deviations --
one reading (input) = 10.00 nV
pair = 7.08 nV
triple + - + = 6.13 nV
triple + + - = 12.26 nV
-- steady offsets caused by the current --
even (Joule) offset = 0.300 uV
odd (Peltier) offset = 0.200 uV
apparent R, pair = 0.5200 mOhm
apparent R, triple = 0.5200 mOhm
\end{verbatim}
